# Fano's Formula for Electron Repulsion Between LS-Coupled Configurations, part 1

(Sections cited here and not found follow in the second part.)

Anyone who builds a configuration-interaction matrix for an atom has to decide how to evaluate the electron repulsion between two configurations. One can expand every $LS$-coupled state in Slater determinants, whose number grows combinatorially with the open shells, or one can keep the coupled form and work with two electrons only, which requires knowing how many times each two-electron contribution occurs and with what sign. The sign cannot be left to a later choice of phases. The secular determinant of three interacting states contains the product $2H_{AB}H_{BC}H_{CA}$, which is unchanged when any state is multiplied by $-1$, because each state enters it twice. A sign lost in one of the three elements therefore changes the energies whenever all three are non-zero. Fano's formula supplies the count and the sign.

Let the shells $n_\lambda l_\lambda$, $\lambda=1,\dots,\Lambda$, be numbered in a fixed order, with one orthonormal set of orbitals common to bra and ket. The bra has occupations $N_\lambda$, the ket $N'_\lambda$, both summing to $N$. Each shell is in a normalized antisymmetric state $l_\lambda^{N_\lambda}\alpha_\lambda S_\lambda L_\lambda$, and the shell states are coupled from left to right to total $S, L$. A distribution $q$ assigns the electron labels $1,\dots,N$ to the shells, in ascending order within each shell; there are $\mathcal N=N!/\prod_\lambda N_\lambda!$ distributions. Writing the labels of shell 1, then those of shell 2, and so on gives a sequence, and $P_q$ is its number of inversions, that is, of pairs in which a larger label stands to the left of a smaller one. With $\psi(q)$ the coupled product of shell functions for the distribution $q$, the state is

$$\Psi=\mathcal N^{-1/2}\sum_q(-1)^{P_q}\,\psi(q).$$

Two different distributions put at least one electron in different shells, and the integral over that electron vanishes by orthogonality, so the $\psi(q)$ are orthonormal and $\Psi$ is normalized. It is also antisymmetric. Let $q_0$ be the distribution with no inversions. Every permutation of the $N$ labels is, in exactly one way, a permutation $h$ inside the shells followed by the order-preserving relabelling that takes $q_0$ to some $q$, and its sign is $(-1)^{h}(-1)^{P_q}$. Since $h\psi(q_0)=(-1)^h\psi(q_0)$, the sum $\sum_P(-1)^PP\psi(q_0)$ over all $N!$ permutations equals $\prod_\lambda N_\lambda!\,\sum_q(-1)^{P_q}\psi(q)$, and so $\Psi$ is proportional to a fully antisymmetrized function.

The operator is $G=\sum_{i<j}g_{ij}$ with $g_{12}=g_{21}$; nothing else about $g$ is needed yet. In $\langle\Psi|g_{ij}|\Psi'\rangle$ the integration variables may be renamed so that $i,j$ become $N-1,N$; bra and ket each acquire the sign of that permutation, and the two signs cancel. All $\tfrac12N(N-1)$ terms are equal, and

$$\langle\Psi|G|\Psi'\rangle=\frac{N(N-1)}{2\sqrt{\mathcal N\mathcal N'}}\sum_{q,q'}(-1)^{P_q-P_{q'}}\langle\psi(q)|g_{N-1,N}|\psi'(q')\rangle .$$

Electrons $1,\dots,N-2$ are spectators, on which $g_{N-1,N}$ does not act. If one of them lies in different shells in $q$ and $q'$, the integral over it is an overlap of orthogonal orbitals and the term vanishes. This is the step that needs a common orthonormal basis: with orbitals optimized separately for the two configurations, overlaps between different shells of equal $l$ survive, and further pairs $q,q'$ contribute. Shells of different $l$ remain orthogonal through their angular parts, but the overlap of a spectator orbital with its counterpart in the other configuration is then in general no longer 1. In either case the result below does not hold as it stands. In the surviving terms the spectators have the same distribution $\bar q$ on both sides. Let the two active electrons sit in shells $\rho\le\sigma$ in the bra and $\rho'\le\sigma'$ in the ket. The spectator occupations must then satisfy

$$\bar N_\lambda=N_\lambda-\delta_{\lambda\rho}-\delta_{\lambda\sigma}=N'_\lambda-\delta_{\lambda\rho'}-\delta_{\lambda\sigma'}\ge0 .$$

A distribution $q$ is fixed by $\rho,\sigma,\bar q$ and an index $\varepsilon$: $\varepsilon=0$ puts electron $N-1$ in $\rho$ and $N$ in $\sigma$, and $\varepsilon=1$ puts them the other way round. If $\rho=\sigma$ only $\varepsilon=0$ exists, because the order within a shell is ascending by definition.

For given shells and given $\varepsilon,\varepsilon'$, the integral has the same value for every $\bar q$, since an order-preserving renaming of the spectator variables, done in bra and ket together, turns any $\bar q$ into any other. There are $\bar{\mathcal N}=(N-2)!/\prod_\lambda\bar N_\lambda!$ of them. Using $N(N-1)(N-2)!=N!$,

$$W=\frac{N(N-1)}{2}\frac{\bar{\mathcal N}}{\sqrt{\mathcal N\mathcal N'}}=\frac12\,\frac{N!}{\prod\bar N_\lambda!}\,\frac{\sqrt{\prod N_\lambda!\prod N'_\lambda!}}{N!}=\frac12\left[\prod_\lambda\frac{N_\lambda!}{\bar N_\lambda!}\prod_\lambda\frac{N'_\lambda!}{\bar N_\lambda!}\right]^{1/2}.$$

For $\rho\ne\sigma$ the first product is $N_\rho N_\sigma$, all other ratios being 1; for $\rho=\sigma$ it is $N_\rho(N_\rho-1)$. Both cases are $N_\rho(N_\sigma-\delta_{\rho\sigma})$, the number of ordered ways to take the first electron from $\rho$ and the second from $\sigma$, so

$$W=\tfrac12\big[N_\rho(N_\sigma-\delta_{\rho\sigma})\,N'_{\rho'}(N'_{\sigma'}-\delta_{\rho'\sigma'})\big]^{1/2}.$$

For the sign, count inversions. The labels $N-1$ and $N$ are the two largest, so each stands to the right of the spectators of its own shell. Inversions among spectators number $P_{\bar q}$. The active label in shell $\rho$ is larger than every spectator to its right, and these are the $\sum_{\lambda>\rho}\bar N_\lambda$ spectators of later shells; the active label in $\sigma$ gives $\sum_{\lambda>\sigma}\bar N_\lambda$ in the same way. The two active labels form an inversion with each other only when $N$ is in the earlier shell, which is $\varepsilon=1$. Spectators beyond $\sigma$ are counted twice and drop out modulo 2:

$$P_q=P_{\bar q}+\sum_{\lambda>\rho}\bar N_\lambda+\sum_{\lambda>\sigma}\bar N_\lambda+\varepsilon\equiv P_{\bar q}+\sum_{\lambda=\rho+1}^{\sigma}\bar N_\lambda+\varepsilon\pmod 2 .$$

In $P_q-P_{q'}$ the common $P_{\bar q}$ cancels, so all $\bar{\mathcal N}$ equal integrals also carry the same sign. The result is Fano's formula,

$$\langle\Psi|G|\Psi'\rangle=\sum_{\rho\le\sigma,\ \rho'\le\sigma'}W\,(-1)^{\Delta P}\sum_{\varepsilon=0}^{1-\delta_{\rho\sigma}}\ \sum_{\varepsilon'=0}^{1-\delta_{\rho'\sigma'}}(-1)^{\varepsilon-\varepsilon'}I_{\varepsilon\varepsilon'},$$

$$\Delta P=\sum_{\lambda=\rho+1}^{\sigma}\bar N_\lambda-\sum_{\lambda=\rho'+1}^{\sigma'}\bar N_\lambda,\qquad I_{\varepsilon\varepsilon'}=\langle\psi(\bar q,\varepsilon)|g_{N-1,N}|\psi'(\bar q,\varepsilon')\rangle,$$

with any one $\bar q$. The phase counts spectators, including those of shell $\sigma$ and excluding those of shell $\rho$, and it refers to the chosen shell order, which is part of the phase convention of $\Psi$.

The four integrals are not independent. Renaming $N-1\leftrightarrow N$ leaves $g$ unchanged and, when both pairs of shells are distinct, flips both indices, so $I_{11}=I_{00}\equiv D$ and $I_{10}=I_{01}\equiv E$, and the sum is $2(D-E)$. If $\rho=\sigma$ but $\rho'\ne\sigma'$, the same renaming turns $\psi'(\bar q,1)$ into $\psi'(\bar q,0)$ and multiplies the bra by $-1$, because both labels are in one antisymmetric shell function; then $I_{01}=-I_{00}$ and the sum is $2D$. The case $\rho\neq\sigma$, $\rho'=\sigma'$ is the mirror image, and if both pairs coincide the sum is $D$. In one expression the $\varepsilon$ sums equal

$$(2-\delta_{\rho\sigma}\delta_{\rho'\sigma'})\,\big[D-(1-\delta_{\rho\sigma})(1-\delta_{\rho'\sigma'})E\big].$$

Several limits follow at once. For a single shell $l^N$, $W=\tfrac12N(N-1)$ and $\Delta P=0$, which is the starting identity. For two electrons in distinct shells on both sides, $W=\tfrac12$ and the element is $D-E$. If bra and ket have the same occupations, the spectator condition forces $(\rho',\sigma')=(\rho,\sigma)$ and $\Delta P=0$: the phase matters only between different configurations. If three or more electrons change shell, no pair satisfies the condition and the element is zero. A closed shell of spectators holds $4l+2$ electrons and never changes the phase. For the loop mentioned at the start, take the order $2s,2p,3d$ and $A=2s^22p^2$, $B=2s2p^23d$, $C=2p^23d^2$. Between $A$ and $C$ the only pair is $(2s2s;3d3d)$, with both sums empty. Between $B$ and $C$ the pairs are $(2s2p;2p3d)$ with $\bar N=(0,1,1)$, $\Delta P=1-1$, and $(2s3d;3d3d)$ with $\bar N=(0,2,0)$, $\Delta P=2-0$, both even. The Coulomb element between $A$ and $B$, worked out below, has $\Delta P=1$. Omitting the phase thus reverses $H_{AB}$ alone and with it the loop product.

To evaluate $I_{\varepsilon\varepsilon'}$ the active electrons must be separated from their shells. A shell function of $n$ electrons is antisymmetric in the first $n-1$, so it can be expanded in products of $l^{n-1}$ terms with an orbital of the last electron, and only products coupled to the same $S,L$ can occur:

$$\psi(l^n\alpha SL)=\sum_{\bar\alpha\bar S\bar L}(\bar\alpha\bar S\bar L|\}\alpha SL)\,\big[\psi(l^{n-1}\bar\alpha\bar S\bar L)\,\phi_l(\text{last})\big]^{SL}.$$

The coefficients of fractional parentage are the overlaps of the orthonormal coupled products with the shell function, and are real with Condon–Shortley phases. The ascending order of labels makes the active electron the last one of its shell, so the expansion brings no further sign. When both active electrons share a shell it is applied twice, first to electron $N$ and then to $N-1$, through intermediate terms of $l^{n-1}$. Integration over the spectators gives zero unless, in every shell, the parent term and its projections agree in bra and ket. What remains, for each set of parents, is a product of parentage coefficients times a sum over projections of Clebsch–Gordan coefficients and a two-electron integral.

Up to here $g$ was arbitrary. For the Coulomb repulsion in hartree atomic units, the Legendre expansion and the addition theorem give

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_{-q}(1)\,C^k_q(2),\qquad C^k_q=\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq}.$$

It does not act on spin, so the spin sum is a pure recoupling coefficient: the overlap of the bra and ket coupling schemes of the parent spins $\bar S_\lambda$ and the spins of electrons $N-1$ and $N$. A spin-dependent $g$ keeps $W$ and $\Delta P$, but its spin factor is in general no longer this overlap. For $g=\mathbf s_1\cdot\mathbf s_2/r_{12}$, for instance, the product of spin, radial and orbital factors survives, and since $\mathbf s_1\cdot\mathbf s_2$ is one half of the spin exchange minus one quarter, the spin factor is one half of the overlap with the two active spins interchanged minus one quarter of the plain overlap. Let electron $N-1$ have shell $a$ in the bra and $c$ in the ket, and electron $N$ have $b$ and $d$. The radial factor is

$$R^k(ab;cd)=\iint P_a(r_1)P_b(r_2)\frac{r_<^k}{r_>^{k+1}}P_c(r_1)P_d(r_2)\,dr_1dr_2 .$$

With $[x]=2x+1$, the Wigner–Eckart theorem is used in the form

$$\langle lm|C^k_q|l'm'\rangle=\langle l'm'kq|lm\rangle\frac{\langle l\|C^k\|l'\rangle}{\sqrt{[l]}},\qquad\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{[l][l']}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}.$$

For electron $N$ it gives $\langle l_dm_dkq|l_bm_b\rangle\langle l_b\|C^k\|l_d\rangle/\sqrt{[l_b]}$ directly. For electron $N-1$, $(-1)^qC^k_{-q}$ is the adjoint of $C^k_q$ and the matrix elements are real, so

$$\langle l_am_a|(-1)^qC^k_{-q}|l_cm_c\rangle=\langle l_cm_c|C^k_q|l_am_a\rangle=\langle l_am_akq|l_cm_c\rangle\frac{\langle l_c\|C^k\|l_a\rangle}{\sqrt{[l_c]}} .$$

Now sum over $m_b$ and $m_c$. The first Clebsch–Gordan coefficient, attached to the bra, builds $l_b$ out of $l_d$ and $k$; the second, attached to the ket, builds $l_c$ out of $l_a$ and $k$. Both sides have become coupling schemes of the same momenta $\bar L_\lambda,l_a,l_d,k$, and the remaining sum over their projections, $q$ among them, is the overlap of the two schemes. The rank $k$ acts as a fictitious particle that passes from one electron to the other. Hence

$I_{\varepsilon\varepsilon'}$ for the Coulomb repulsion reduces to parentage coefficients, spin and orbital recoupling overlaps, reduced matrix elements and radial integrals, while Fano's formula fixes the weight and sign with which it enters. What remains is to write this result out, apply it to examples with $2s$, $2p$ and $3d$ shells, and report the numerical check.
